\section*{Why a 10^6 selector ratio limits a floating crossbar to 317 lines}

\section*{Question}

I am stuck on this exercise about crossbar memories:

\begin{quote}
The cells of a square crossbar have a reverse-to-forward resistance ratio of $10^6$. All unselected lines float. Neglecting the forward resistance, show that keeping the sneak current below ten percent limits the array to 317 lines.
\end{quote}

A sneak path goes through three cells: forward, backward, forward. Its resistance is therefore about one reverse resistance, which makes its current a millionth of the read current. There are many such paths, but they share cells, so I do not see how to add them. I am also confused by the neglect. If the forward resistance is zero, the selected cell carries an infinite current, and ten percent of that is no limit at all. Finally, does the number mean anything for a real diode, say a polysilicon diode in series with a phase-change cell?

\section*{Answer}

\subsection*{What is neglected, and ten percent of what}

Let the array have $N$ rows and $N$ columns, and write $m=N-1$. The selected row is held at $V$ and the selected column at $0$. A cell has resistance $R_F$ when current flows from its row to its column, and $R_R=rR_F$ when it flows the other way, with $r=10^6$. The wires are ideal for now, and every cell stores the low-resistance state.

The selected cell carries $I_{\rm sel}=V/R_F$, so $R_F$ cannot be set to zero there. What may be neglected is the forward resistance \emph{inside the sneak path}. I keep it at first, so that we can see what the neglect costs. I read the condition as
\begin{equation}
s\equiv\frac{I_{\rm sneak}}{I_{\rm sel}}<x,\qquad x=0.1 .
\end{equation}

\subsection*{Adding paths that share cells}

Do not add paths; find the potentials of the lines. All floating columns are connected in the same way, so we expect them to share one potential $p$, and the floating rows to share one potential $q$. This follows if the circuit has only one solution.

To see that it has, suppose there were two, $a$ and $b$. Let $v$ be the row-minus-column voltage of a cell and $i(v)$ its current. The difference of the two solutions has zero potential on the driven lines and zero net current into each floating line. Summing (potential difference)$\times$(current difference) over all lines therefore gives zero, and regrouping that sum by cells gives
\begin{equation}
\sum_{\rm cells}(v_a-v_b)\,[\,i(v_a)-i(v_b)\,]=0 .
\end{equation}
Since $i(v)$ increases with $v$, no term is negative, so each one vanishes and $v_a=v_b$ in every cell. Each floating line has a cell to a driven line, so its potential is the same in both solutions. Exchanging two floating columns turns a solution into a solution; as there is only one, their potentials are equal. The same holds for rows.

Now count the cells that carry sneak current:
\begin{itemize}
\item $m$ cells from the selected row to the floating columns, conducting forward;
\item $m^2$ cells between floating columns and floating rows, conducting in reverse;
\item $m$ cells from the floating rows to the selected column, conducting forward.
\end{itemize}
Current conservation on one floating column and on one floating row reads
\begin{equation}
\frac{V-p}{R_F}=m\,\frac{p-q}{rR_F},\qquad
m\,\frac{p-q}{rR_F}=\frac{q}{R_F}.
\end{equation}
The two equations together give $V-p=q$. Call this forward-leg voltage $\delta$. Then $p-q=(V-\delta)-\delta=V-2\delta$, and the second equation becomes
\begin{equation}
r\delta=m(V-2\delta)
\quad\Longrightarrow\quad
\delta=\frac{mV}{r+2m}.
\end{equation}
Both $\delta$ and $V-2\delta=rV/(r+2m)$ are positive, so the assumed current directions are right. The $m$ cells on the selected column deliver
\begin{equation}
I_{\rm sneak}=\frac{m\delta}{R_F}=\frac{V}{R_F}\,\frac{m^2}{r+2m},
\qquad
s=\frac{m^2}{r+2m}.
\label{eq:s}
\end{equation}
Equivalently, the three groups are in series, with resistance $2R_F/m+R_R/m^2$. Your single path misses the factor $m^2$: the reverse cells are in parallel, and there are about $10^5$ of them.

\subsection*{The limit}

Neglecting the forward legs means dropping $2m$ beside $r$ in Eq.~(\ref{eq:s}). Then
\begin{equation}
\frac{m^2}{r}<x
\quad\Longrightarrow\quad
m<\sqrt{xr}=\sqrt{10^5}=316.23 .
\end{equation}
The largest integer is $m=316$, and adding the selected line gives
\begin{equation}
N=m+1=317 .
\end{equation}
For general $x$ and $r$ the rule is $N=\lceil\sqrt{xr}\,\rceil$, so doubling the number of lines takes about four times the ratio.

Now restore the legs. The fraction $s$ still grows with $m$, because
\begin{equation}
\frac{ds}{dm}=\frac{2m(r+2m)-2m^2}{(r+2m)^2}=\frac{2m(r+m)}{(r+2m)^2}>0 ,
\end{equation}
so there is a single threshold. The condition $m^2<x(r+2m)$ is $m^2-2xm-xr<0$, which gives
\begin{equation}
m<x+\sqrt{x^2+xr}=316.33 .
\end{equation}
The integer is unchanged. With the legs included, $s=9.979\%$ at 317 lines and $10.043\%$ at 318.

The agreement is not automatic. The legs raise the threshold by about $x$, and an integer may lie in that gap. For $r=1000$ the simple rule requires $m<10$, hence 10 lines, while the full condition requires $m<10.1$ and allows 11. Without any selector, $r=1$, Eq.~(\ref{eq:s}) gives $s=1/3$ already for a $2\times2$ array.

The meaning of ``ten percent'' matters more than the legs. If the sneak current must be below ten percent of the \emph{total} column current, then
\begin{equation}
\frac{s}{1+s}<0.1
\;\Longrightarrow\; s<\frac19
\;\Longrightarrow\; m<\sqrt{\frac{10^6}{9}}=333.3 ,
\end{equation}
and the limit is 334 lines. The stated 317 belongs to the selected-cell convention.

\subsection*{Why all cells are taken in the low state}

Leave out the selected cell and consider the power dissipated in the others, as a function of the floating potentials:
\begin{equation}
P=\sum_{\rm cells} g(v)\,v^2 ,
\end{equation}
where $g$ is $1/R_F$ for $v>0$ and $1/R_R$ for $v<0$. This function is convex. Its derivative with respect to a floating potential is, up to sign, twice the net current into that line, so the true potentials minimize $P$. The minimum equals the power supplied, $VI_{\rm sneak}$. Putting a cell into its high state lowers its $g$, and so lowers $P$ for every choice of potentials. The minimum cannot rise, and neither can $I_{\rm sneak}$. The all-low pattern is therefore the worst case in this model.

The bit being read may still be in the high state. Let its resistance then be $HR_F$. The driven lines have fixed potentials, so the sneak current does not depend on the selected cell. For the same surrounding pattern, the ratio of the two column currents is
\begin{equation}
\frac{1+s}{1/H+s}=\frac{1.0998}{0.0100+0.0998}\simeq10
\qquad (H=100).
\end{equation}
A hundredfold contrast has shrunk to tenfold. Different surrounding patterns for the two readings cannot bring the ratio below $1/0.1098\simeq9.1$, the value for a low state read with no sneak current at all and a high state read with the worst. A ten percent criterion thus protects the reading of a low state much better than that of a high state.

\subsection*{Numbers for a polysilicon diode and a phase-change cell}

Take $V=1$~V, a forward current $I_{\rm on}=10~\mu$A and a reverse current $I_{\rm rev}=10$~pA at $-1$~V and 300~K. These are rough values for the diode and cell together, chosen to give the ratio in your exercise. Then
\begin{equation}
R_F=\frac{1~\rm V}{10~\mu\rm A}=100~{\rm k}\Omega,\qquad
R_R=\frac{1~\rm V}{10~\rm pA}=100~{\rm G}\Omega .
\end{equation}
At 317 lines the sneak current is $0.998~\mu$A. Each forward leg takes
\begin{equation}
\delta=\frac{316\times1~\rm V}{10^6+632}=0.316~{\rm mV},
\end{equation}
and the reverse cells take the remaining $0.9994$~V.

This exposes the weakest assumption. A diode with $0.3$~mV across it is not switched on, and its resistance there is nowhere near $100~{\rm k}\Omega$. The two-resistance cell has no turn-on voltage; a real diode has one.

A bound survives. For any increasing $i(v)$ with $i(0)=0$, current conservation again makes the two forward-leg voltages equal, with
\begin{equation}
i(\delta)=-m\,i(2\delta-V).
\label{eq:diode}
\end{equation}
If $\delta$ were negative, the left side would be negative and the right side positive. If $\delta$ exceeded $V/2$, the signs would clash the other way. So $0\le\delta\le V/2$, no reverse cell sees more than $V$, and
\begin{equation}
I_{\rm sneak}\le m^2I_{\rm rev}=316^2\times10~{\rm pA}=0.9986~\mu{\rm A}<0.1\,I_{\rm on}.
\label{eq:bound}
\end{equation}
With identical cells and these two currents at $\pm1$~V, 317 lines are safe whatever the shape of the curve between.

The cells need not even be identical. If the highest floating line were above $V$, current would only leave it; if the lowest were below $0$, current would only enter it. Neither is possible, so all lines stay between $0$ and $V$. Each of the $m^2$ cells between floating lines then passes at most its reverse current at $-1$~V from column to row, and the sneak current is the sum over these cells. The bound therefore holds if no cell leaks more than $I_{\rm rev}$ and the selected cell carries at least $I_{\rm on}$ in its low state.

These 317 lines need not be the most that is possible.

To see the difference, give the cell an exponential junction in series with $R_s=20~{\rm k}\Omega$, and an ohmic leakage $G$ in parallel with both:
\begin{equation}
i(v)=i_d+Gv,\qquad
i_d=I_0\left[\exp\frac{e(v-i_dR_s)}{\eta k_BT}-1\right],\qquad \eta=1.5 .
\end{equation}
At $10~\mu$A the series resistance takes $0.2$~V and the junction $0.8$~V, which fixes $I_0=11$~fA. The reverse current then fixes $G\simeq10$~pA/V. Solving Eq.~(\ref{eq:diode}) by numerical root finding at $m=316$ gives $\delta=0.4175$~V. The reverse cells are left with $0.165$~V, and the sneak current is
\begin{equation}
I_{\rm sneak}\simeq316^2\times\left[(10~{\rm pA/V})\times0.165~{\rm V}+I_0\right]
\simeq0.166~\mu{\rm A},
\end{equation}
or $1.7\%$ of $I_{\rm on}$. Raising $m$ until the fraction reaches ten percent gives about 950 lines.

The size of that gain depends on how the leakage varies with voltage. If the reverse current were nearly independent of voltage above some small saturation voltage, the sneak current would stay close to the bound (\ref{eq:bound}) as long as the remaining reverse voltage exceeded that value. For the junction above at 317 lines, the saturation voltage would have to be well below $0.025$~V: carrying the bound current takes about $0.49$~V on each forward leg, and only about $0.025$~V is left in reverse. The gain is not a property of turn-on alone. If the 10~pA is the saturation current of the junction itself ($I_0=10$~pA, $G=0$, $\eta=2$, $R_s\simeq28.6~{\rm k}\Omega$), the currents at $\pm1$~V are the same, about $0.40$~V is left in reverse, the sneak current is $9.98\%$ of $I_{\rm on}$, and the limit stays at 317 lines. If instead the leakage beside the 11~fA junction grows as $v^2$, the limit is about 1900 lines.

\subsection*{What else moves the number}

\textbf{Temperature.} Suppose the leakage is thermally activated with $E_a=0.56$~eV, half the silicon gap, taken as an illustrative value. Hold the forward current fixed. From 300~K to $85\,^\circ$C (358~K) the leakage grows by
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac1{300~\rm K}-\frac1{358.15~\rm K}\right)\right]\simeq34 .
\end{equation}
The ratio falls to $3.0\times10^4$, and the size guaranteed by the bound falls to $\lceil\sqrt{2969}\,\rceil=55$ lines. A particular diode may allow more, as above. The factor depends on the mechanism. Generation through mid-gap states follows the intrinsic density $n_i(T)$, which also carries a factor $T^{3/2}$ and the shrinking of the gap; it grows about 57 to 60 times over this range, and the guarantee would be 41 or 42 lines. But 10~pA in a cell 40 to 80~nm wide with a 100~nm intrinsic layer would require a generation lifetime of order $10^{-14}$~s, so plain mid-gap generation is unlikely to be its source, and the activation energy of such a leakage has to be measured. If the ratio $10^6$ is specified at the highest operating temperature, 317 stands.

\textbf{Wires.} A line 40~nm wide and 80~nm high, with a resistivity of $5~\mu\Omega\,$cm (rough for narrow copper) and an 80~nm cell pitch, has $1.25~\Omega$ per cell. The longest route, along one row and one column, has $2\times317\times1.25~\Omega\simeq790~\Omega$. It carries at most about $11~\mu$A, so the loss is at most $8.7$~mV. Charge all of it to the selected cell and none to the sneak path. In the two-resistance model the selected current falls in proportion to the voltage, which gives $m<\sqrt{10^5(1-0.0087)}=314.9$, or 315 lines. The exponential diode above is steeper: its differential resistance at $10~\mu$A is $R_s+\eta k_BT/(eI_{\rm on})\simeq24~{\rm k}\Omega$, so the same loss costs about $0.36~\mu$A, or $3.6\%$ of the current. The bound then guarantees $m<\sqrt{10^5(1-0.036)}\simeq310.5$, or 311 lines. Driver and contact resistances are not included.

\textbf{Breakdown and tunnelling.} With a built-in voltage of $0.8$~V and an intrinsic layer of 100~nm, the mean reverse field is $1.8~{\rm V}/100~{\rm nm}=0.18$~MV/cm, below a rough silicon breakdown field of $0.4$~MV/cm. For band-to-band tunnelling across the gap $E_g=1.12$~eV in a field $F$, leave out the phonon that silicon's indirect gap requires (absorbing one of about $0.06$~eV would lower the exponent found below by only about 9), and take a two-band decay constant with mass $m^*=0.2\,m_e$ and energy $\varepsilon$ measured from mid-gap:
\begin{equation}
\kappa=\frac1\hbar\sqrt{\frac{m^*E_g}{2}\left(1-u^2\right)},\qquad u=\frac{2\varepsilon}{E_g}.
\end{equation}
Since $dx=d\varepsilon/(eF)=E_g\,du/(2eF)$ and $\int_{-1}^{1}\sqrt{1-u^2}\,du=\pi/2$,
\begin{equation}
2\int\kappa\,dx=\frac{\pi\sqrt{m^*}\,E_g^{3/2}}{2\sqrt2\,\hbar eF}\simeq118 .
\end{equation}
The factor $e^{-118}$ makes this channel negligible at the mean field. Tunnelling through traps, for instance at grain boundaries, is not covered by this estimate; it belongs to the 10~pA taken as input.

So for a real array, 317 is a guaranteed size rather than a sharp limit, on these conditions: unselected lines float, at the temperature of use every cell carries at least the stated forward current in its low state and never more than the stated reverse current, and wire losses are negligible. In the examples above, the number rises by a factor of three for the diode with ohmic leakage but not at all for the diode whose leakage is its own saturation current, and heating to $85\,^\circ$C at fixed forward current moves the guarantee down by a factor of about six for $E_a=0.56$~eV. Writing, which needs larger voltages and currents, is not treated. If the unselected lines are biased instead of floating, the potentials $p$ and $q$ are imposed from outside and the count must be redone.

Numerical values quoted here were computed with a short program.
